# Transverse spin current and anomalous Hall effect in a d-wave altermagnet

## The question

A tetragonal crystal (lattice constants $a,a,c$) has magnetic sites A at the cell corner and B at the body centre, with one orbital each. The components $k_i$ are measured in inverse lattice constants, and $C_i=\cos(k_i/2)$, $S_i=\sin(k_i/2)$. Pauli matrices $\tau$ act on the sublattice and $\sigma$ on the spin. Without spin-orbit coupling

$$H_0=\varepsilon_0+t_x\tau_x+t_z\tau_z+J\tau_z\,\mathbf n\cdot\boldsymbol\sigma ,$$

$$\varepsilon_0=-2t_2(\cos k_x+\cos k_y)-2t_3\cos k_z,\quad t_x=-WC_xC_yC_z,\quad t_z=D\sin k_x\sin k_y .$$

The unit vector $\mathbf n$ is the Neel direction. It is held fixed, and no net moment is imposed. Electrons are non-interacting, have charge $-e$ and relax with one constant time $\tau_r$.

The nonmagnetic crystal is invariant under time reversal and under the following operations $g$. The sign $\eta=-1$ marks those that exchange A and B, which include a half translation.

- inversion, $\eta=+1$
- $M_z:\ z\to-z$, $\eta=+1$
- $M_d:\ x\leftrightarrow y$, $\eta=+1$
- $M_x:\ x\to-x$, $\eta=-1$
- $C_{4z}:\ (x,y)\to(-y,x)$, which is $M_d$ followed by $M_x$, $\eta=-1$

Bloch phases use the true site positions, so inversion acts as the identity on $\tau$, and half translations give only an overall phase.

## (a) Which spin-orbit term do nearest-neighbour A–B bonds allow?

**Answer.** Consider a term $f(\mathbf k)\,\tau_\mu\sigma_i$ with real $f$. Inversion requires $f$ to be even. Time reversal takes $\mathbf k\to-\mathbf k$, reverses $\sigma_i$ and complex-conjugates $\tau_\mu$, which changes the sign of $\tau_y$ alone. An even $f$ therefore survives only with $\tau_y$:

$$H_{so}=\tau_y\,\boldsymbol\lambda(\mathbf k)\cdot\boldsymbol\sigma,\qquad \boldsymbol\lambda(-\mathbf k)=\boldsymbol\lambda(\mathbf k).$$

Spin is an axial vector and turns with $R=\det(g)\,g$. Exchanging the sublattices reverses $\tau_y$ and $\tau_z$. Invariance thus requires

$$\boldsymbol\lambda(g\mathbf k)=\eta R\,\boldsymbol\lambda(\mathbf k),$$

while the exchange term is carried into that of a magnet with $\mathbf n'=\eta R\mathbf n$.

The eight bonds $(\pm\frac12,\pm\frac12,\pm\frac12)$ supply four even functions: $C_xC_yC_z$, $S_xS_yC_z$, $S_xC_yS_z$ and $C_xS_yS_z$.

- $M_z$ has $\eta R=\mathrm{diag}(-1,-1,1)$, so $\lambda_x,\lambda_y$ are odd in $k_z$ and $\lambda_z$ is even.
- $M_x$ has $\eta R=\mathrm{diag}(-1,1,1)$, so $\lambda_x$ is odd in $k_x$, and $\lambda_y,\lambda_z$ are even.

Hence $\lambda_x\propto S_xC_yS_z$, $\lambda_y\propto C_xS_yS_z$ and $\lambda_z\propto C_xC_yC_z$. For $M_d$, $R=-g$, which gives $\lambda_y(k_x,k_y,k_z)=-\lambda_x(k_y,k_x,k_z)$ and makes $\lambda_z$ odd under $k_x\leftrightarrow k_y$. The function $C_xC_yC_z$ is even, so its coefficient vanishes. One constant remains:

$$\boldsymbol\lambda=\lambda\,(S_zS_xC_y,\;-S_zS_yC_x,\;0).$$

Longer bonds can add, for example, $\lambda_z\propto C_xC_yC_z(\cos k_x-\cos k_y)$.

## (b) For $\lambda=0$, find the charge and spin currents driven by an in-plane field.

**Answer.** The spin $s=\pm1$ along $\mathbf n$ is conserved. Each spin has a two-level Hamiltonian with

$$E_{s\nu}=\varepsilon_0+\nu R_s,\qquad R_s=\sqrt{t_x^2+(t_z+sJ)^2},\qquad \nu=\pm1 .$$

Reversing $k_y$ reverses $t_z$, and $(-t_z+J)^2=(t_z-J)^2$. Therefore

$$E_{\downarrow\nu}(k_x,k_y,k_z)=E_{\uparrow\nu}(k_x,-k_y,k_z).$$

The spin splitting changes sign between quadrants of the $k_xk_y$ plane.

With $a_x=a_y=a$ and $a_z=c$, the velocity is $v_i=(a_i/\hbar)\partial_iE$ and $\dot k_j=-ea_j\mathcal E_j/\hbar$, where $\mathcal E$ is the electric field. To first order, the steady Boltzmann equation $\dot k_j\,\partial_jf=-(f-f_0)/\tau_r$ gives

$$f-f_0=\frac{e\tau_r a_j\mathcal E_j}{\hbar}\,f_0'\,\partial_jE .$$

Inserting this in $j_i=-e\sum v_i(f-f_0)$ per volume $a^2c$, and writing $\langle\cdots\rangle$ for the zone average, we find for $i,j\in\{x,y\}$

$$\sigma^s_{ij}=\frac{e^2\tau_r}{\hbar^2c}\Big\langle\sum_\nu(-f_0')\,\partial_iE_{s\nu}\,\partial_jE_{s\nu}\Big\rangle .$$

The reflection $k_y\to-k_y$ exchanges the spins and reverses one factor in the $xy$ element:

$$\sigma^\downarrow_{xy}=-\sigma^\uparrow_{xy},\qquad \sigma^\downarrow_{xx}=\sigma^\uparrow_{xx}.$$

A field along $x$ thus drives no transverse charge current but a transverse spin current with coefficient $\sigma^{sp}=\sigma^\uparrow_{xy}-\sigma^\downarrow_{xy}$. This is in charge-current units; the factor $-\hbar/2e$ converts it to angular momentum.

Reversing $\mathbf n$ exchanges the two spins relative to a fixed axis, so the spin current reverses at fixed $\tau_r$. This makes the response time-reversal-odd. It is proportional to $\tau_r$, and its tensor is symmetric in $i,j$.

By $M_d$, $\sigma^s_{xx}=\sigma^s_{yy}$, so the spin-difference tensor has only the off-diagonal element $\sigma^{sp}$. For a field along $(\cos\phi,\sin\phi)$, projection on $(-\sin\phi,\cos\phi)$ gives a transverse response $\sigma^{sp}(\cos^2\phi-\sin^2\phi)=\sigma^{sp}\cos2\phi$. The longitudinal one is $\sigma^{sp}\sin2\phi$. At $45^\circ$ the spin current runs along the field.

## (c) Show, from a small electron pocket at $\mathbf k=0$, that this spin current need not vanish.

**Answer.** To second order in $\mathbf k$, $t_x^2\simeq W^2(1-k^2/4)$ and $(t_z+sJ)^2\simeq J^2+2sJDk_xk_y$. With $R_0=\sqrt{W^2+J^2}$,

$$R_s\simeq R_0-\frac{W^2k^2}{8R_0}+\frac{sJD}{R_0}k_xk_y .$$

The lower band is therefore

$$E_{s-}\simeq \text{const}+t_2(k_x^2+k_y^2)+t_3k_z^2+\frac{W^2k^2}{8R_0}-\frac{sJD}{R_0}k_xk_y .$$

Since $f_0'\,\partial_iE=\partial_if_0$, integration by parts turns $\langle(-f_0')\partial_iE\,\partial_jE\rangle$ into $\langle f_0\,\partial_i\partial_jE\rangle$. In the pocket the second derivatives are constants, and both spins have the same filling, which cancels:

$$\frac{\sigma^\uparrow_{xy}-\sigma^\downarrow_{xy}}{\sigma^\uparrow_{xx}+\sigma^\downarrow_{xx}}=-\frac{JD/R_0}{2t_2+W^2/4R_0}.$$

This is nonzero when $J$ and $D$ are both nonzero. At $D=0$ each band is even in $k_y$, and the spin current vanishes at any filling. When $J$ and $D$ are both nonzero, the pocket result excludes a symmetry zero, but not an accidental one at some other filling.

## (d) Find the intrinsic Hall conductivity, and its value at $\lambda=0$.

**Answer.** Let $\mathbf k$ move slowly. The state $|n\rangle$ acquires admixtures $c_m|m\rangle$. Projecting the Schrödinger equation on $|m\rangle$ gives $E_nc_m+i\hbar\langle m|\dot n\rangle=E_mc_m$, so

$$c_m=\frac{i\hbar\,\langle m|\partial_jn\rangle\dot k_j}{E_m-E_n}.$$

The extra rate of position, in lattice constants, is $(2/\hbar)\,\mathrm{Re}\sum_m\langle n|\partial_iH|m\rangle c_m$. With $\langle n|\partial_iH|m\rangle=(E_n-E_m)\langle\partial_in|m\rangle$ it becomes

$$-2\,\mathrm{Re}\big[i\langle\partial_in|\partial_jn\rangle\big]\dot k_j=-\Omega^n_{ij}\dot k_j,\qquad \Omega^n_{ij}=-2\,\mathrm{Im}\langle\partial_in|\partial_jn\rangle .$$

The missing term $m=n$ is real and does not contribute to $\Omega$. Multiplying by $-e\,a_i$, inserting $\dot k_j$ and dividing by the cell volume gives

$$\sigma_{ij}=-\frac{e^2}{\hbar}\frac{a_ia_j}{a^2c}\Big\langle\sum_nf_n\Omega^n_{ij}\Big\rangle .$$

At $\lambda=0$ each spin block is a real symmetric matrix. Its eigenvectors can be chosen real, so $\Omega=0$ and the intrinsic Hall effect vanishes.

A symmetry argument covers scattering as well, if the disorder is nonmagnetic and has no spin-orbit coupling. A half-turn of the spins about an axis perpendicular to $\mathbf n$ reverses $\mathbf n$ without touching the orbitals, so $\sigma_{ij}(\mathbf n)=\sigma_{ij}(-\mathbf n)$. Onsager's relation $\sigma_{ij}(\mathbf n)=\sigma_{ji}(-\mathbf n)$ then makes $\sigma_{ij}$ symmetric, which leaves no Hall part.

## (e) For $\lambda\ne0$, which Neel directions permit a Hall effect?

**Answer.** Collect the antisymmetric part in $\mathbf h=(\sigma_{yz},\sigma_{zx},\sigma_{xy})$, so that $\mathbf j_H=\boldsymbol{\mathcal E}\times\mathbf h$. It is an axial vector, and Onsager's relation makes it odd in $\mathbf n$:

$$\mathbf h(\eta R\mathbf n)=R\,\mathbf h(\mathbf n),\qquad \mathbf h(-\mathbf n)=-\mathbf h(\mathbf n).$$

Take first the part linear in $\mathbf n$, $\mathbf h=\Lambda\mathbf n$, for which $R\Lambda=\eta\Lambda R$.

- $M_z$, with $R=\mathrm{diag}(-1,-1,1)$, removes the elements that link $z$ to $x$ or $y$.
- $M_x$, with $R=\mathrm{diag}(1,-1,-1)$ and $\eta=-1$, requires $R_i\Lambda_{ij}=-R_j\Lambda_{ij}$. All diagonal elements vanish; $\Lambda_{xy}$ and $\Lambda_{yx}$ survive.
- $M_d$ makes these two equal.

$$\mathbf h=\alpha\,(n_y,\,n_x,\,0).$$

For $\mathbf n\parallel z$ the zero does not rest on linearity. $C_{4z}^2$ has $\eta=+1$ and leaves $\mathbf n$ unchanged but reverses $h_x$ and $h_y$, so both vanish. $C_{4z}$ itself has $\eta=-1$ and gives $h_z(-\hat z)=h_z(\hat z)$, while oddness gives the opposite sign. Hence $h_z=0$, whatever the strength of the spin-orbit coupling.

For in-plane $\mathbf n$, $M_z$ maps $\mathbf n$ to $-\mathbf n$ and keeps $h_z$, so $h_z=0$ again. The Hall vector then lies in the plane, and a measurement of $\sigma_{xy}$ alone would miss it.

For a tilted $\mathbf n$, symmetry also permits terms of higher order in $\mathbf n$, such as $h_z\propto n_xn_yn_z$. The linear rule belongs to this crystal symmetry, not to d-wave altermagnets in general. A net moment transforms as $\mathbf h$ does, so symmetry also permits a small moment along $(n_y,n_x,0)$. This model does not produce one for $\mathbf n$ fixed along $x$: with the nearest-neighbour $\boldsymbol\lambda$ its net spin moment is zero, although $\mathbf h$ is not.

## (f) Calculate $\alpha$ to first order in $\lambda$. Does it need the altermagnetic splitting $D$?

**Answer.** Rotating $\mathbf n$ and $\boldsymbol\lambda$ together in spin space leaves the charge response unchanged. A half-turn about $\mathbf n$ reverses the part of $\boldsymbol\lambda$ perpendicular to $\mathbf n$, so that part cannot enter linearly. Only $\mathbf n\cdot\boldsymbol\lambda$ remains, and it conserves $s$. For $\mathbf n\parallel x$ each spin has $H_s=\varepsilon_0+\mathbf d\cdot\boldsymbol\tau$ with

$$\mathbf d=(t_x,\;s\lambda_x,\;t_z+sJ).$$

The levels are $2|\mathbf d|$ apart. Inserting $\langle\partial_in|m\rangle$ from part (d), the lower level has

$$\Omega^-_{ij}=-\frac{2\,\mathrm{Im}\,\langle-|\partial_i\mathbf d\cdot\boldsymbol\tau|+\rangle\langle+|\partial_j\mathbf d\cdot\boldsymbol\tau|-\rangle}{4|\mathbf d|^2}.$$

Choose the quantization axis 3 along $\mathbf d$, and let $\mathbf u=\partial_i\mathbf d$, $\mathbf w=\partial_j\mathbf d$. The product of matrix elements is $(u_1+iu_2)(w_1-iw_2)$, with imaginary part $-(\mathbf u\times\mathbf w)_3$. Thus

$$\Omega^-_{ij}=\frac{\mathbf d\cdot(\partial_i\mathbf d\times\partial_j\mathbf d)}{2|\mathbf d|^3},\qquad\Omega^+_{ij}=-\Omega^-_{ij}.$$

We need $ij=zx$. Because $t_z$ does not depend on $k_z$, expanding the determinant along its third column gives

$$T_s=s(t_z+sJ)\big[\partial_zt_x\,\partial_x\lambda_x-\partial_z\lambda_x\,\partial_xt_x\big]+s\,\partial_xt_z\big[t_x\,\partial_z\lambda_x-\lambda_x\,\partial_zt_x\big].$$

The first bracket is

$$\tfrac14W\lambda C_y^2(S_z^2C_x^2-C_z^2S_x^2)=\tfrac14W\lambda C_y^2(C_x^2-C_z^2)=\tfrac18W\lambda C_y^2(\cos k_x-\cos k_z).$$

The second is $-\frac12W\lambda C_xS_xC_y^2(C_z^2+S_z^2)=-\frac14W\lambda C_y^2\sin k_x$. Multiplied by $\partial_xt_z=D\cos k_x\sin k_y$, it becomes $-\frac14W\lambda C_y^2\,t_z\cos k_x$. Adding the two parts and using $s^2=1$,

$$T_s=\tfrac18W\lambda C_y^2\big[J(\cos k_x-\cos k_z)-s\,t_z(\cos k_x+\cos k_z)\big].$$

This is already linear in $\lambda$, so $|\mathbf d|$ may be replaced by $R_s$, provided $R_s$ never vanishes, which $|D|<|J|$ guarantees. For $|D|>|J|>0$, $R_s$ vanishes on lines in the plane $k_z=\pi$. If the Fermi level reaches those lines, the integral below diverges logarithmically and the Hall conductivity goes as $\lambda\ln\lambda$ instead of linearly. With $a_za_x/(a^2c)=1/a$,

$$\alpha=-\frac{e^2}{\hbar a}\frac{W\lambda}{16}\sum_s\Big\langle(f_{s-}-f_{s+})\,C_y^2\,\frac{J(\cos k_x-\cos k_z)-s\,t_z(\cos k_x+\cos k_z)}{R_s^3}\Big\rangle .$$

At $D=0$ the term in $J$ survives, so the Hall effect does not need the altermagnetic splitting. The low symmetry that permits $D$ also permits $\boldsymbol\lambda$, which together with $J$ can produce the effect without $D$.

Three limits make this first-order $\alpha$ vanish. At $J=0$ the two spins cancel. At $D=0$ with $t_2=t_3$, exchanging $k_x$ and $k_z$ reverses the integrand; this zero is not exact, since small terms of higher order in $\lambda$ remain. With lower bands full and upper bands empty, $\alpha=0$ for any $t_2,t_3$ and any $|D|<|J|$. The Berry flux of a full band through a $k_zk_x$ plane is $2\pi$ times an integer, that integer is zero at $\lambda=0$, and it cannot change while the gap stays open.

## (g) Evaluate both effects and interpret the numbers.

Take $t_2=0.1$, $t_3=0.05$, $W=0.8$, $D=0.2$, $J=0.4$, $\lambda=0.05$, chemical potential $-0.6$, $k_BT=0.03$ and $\hbar/\tau_r=0.02$, all in eV, with $a=0.5$ nm and $c=0.3$ nm. These are round model values.

**Answer.** The filling is 0.651 electrons per cell. Without spin-orbit coupling each spin has $\sigma_{xx}=24137$ S/cm, while $\sigma_{xy}=\mp6597$ S/cm for spin up and down. Hence

$$\frac{\sigma^{sp}}{\sigma_{xx}}=\frac{-13194}{48274}=-0.273 .$$

The transverse spin current is about 27% of the longitudinal charge current. Both scale with $\tau_r$, so the ratio does not depend on it. The pocket formula of (c) gives

$$R_0=0.894\ \text{eV},\qquad -\frac{0.0894}{0.2+0.1789}=-0.236 ,$$

and the direct sum over a small pocket also gives $-0.236$. The two levels of one spin are at least $2(J-D)=0.4$ eV apart, far above $\hbar/\tau_r$, which supports the Boltzmann treatment.

With spin-orbit coupling, the full four-band sum gives

- $\mathbf n\parallel x$: $\mathbf h=(0,-6.22,0)$ S/cm
- $\mathbf n\parallel y$: $\mathbf h=(-6.22,0,0)$ S/cm
- $\mathbf n\parallel[110]$: $\mathbf h=(-4.39,-4.39,0)$ S/cm
- $\mathbf n\parallel z$: zero to the printed precision, even with a longer-range $\lambda_z$ term of amplitude 0.05 eV

The $[110]$ components agree with $-6.22/\sqrt2=-4.40$ S/cm to about 0.1%; the linear law does not fix corrections of higher order in $\lambda$. The first-order formula gives $\alpha=-6.23$ S/cm, also within about 0.2% of the full result. At $D=0$ and the same chemical potential it gives $-6.04$ S/cm, a difference of only 3%. The filling also shifts between the two cases, from 0.651 to 0.608. At fixed electron number $D=0$ gives $-6.50$ S/cm, a change of about 4% in the opposite direction. The weak dependence on $D$ belongs to this filling: at chemical potential $+0.3$ eV the formula gives 13.5 S/cm with $D$ and 8.4 S/cm without.

The Hall conductivity is about $1.3\times10^{-4}$ of the charge $\sigma_{xx}$ found without spin-orbit coupling. The program also tests the anomalous velocity of (d) at one $\mathbf k$, with stronger spin-orbit coupling: the formula and a slow Schrödinger evolution both give 0.196 for the velocity along $z$ per unit $\dot k_x$.

These Hall values are intrinsic. Skew scattering and side jump could change $\alpha$, but disorder that keeps the crystal symmetry on average and is itself nonmagnetic leaves the linear law and the exact zeros of (e) in force. Spin-orbit coupling also ends spin conservation, so the division of the current into two independent spin channels in (b) is then only approximate.

## Table of computed values

```
T2, T3, W = 0.1, 0.05, 0.8 eV
D, J, LAM = 0.2, 0.4, 0.05 eV
mu, kT, hbar/tau = -0.6, 0.03, 0.02 eV
a, c = 0.5, 0.3 nm
relaxation time = 32.9 fs
electrons per cell (of 4) = 0.651
e^2/(hbar a) = 4868.3 S/cm
e^2/(hbar c) = 8113.8 S/cm
Without spin-orbit coupling:
sigma_xx, spin up = 24137.1 S/cm
sigma_xx, spin down = 24137.1 S/cm
sigma_xy, spin up = -6597.1 S/cm
sigma_xy, spin down = 6597.1 S/cm
charge sigma_xx = 48274.2 S/cm
spin sigma_xy (up - down) = -13194.1 S/cm
spin/charge ratio = -0.2733
zone-centre pocket ratio, summed = -0.2363
zone-centre pocket ratio, formula = -0.2361
largest |h| without SOC = 0.0e+00 S/cm
Hall vector (yz, zx, xy) with spin-orbit coupling:
n along z (lambda_z = 0.05 eV added): 0.000, 0.000, 0.000 S/cm
n along x: 0.000, -6.218, 0.000 S/cm
n along y: -6.218, 0.000, 0.000 S/cm
n along [110]: -4.393, -4.393, 0.000 S/cm
n along x, zx on finer grid = -6.218 S/cm
first-order a = -6.226 S/cm
first-order a at D = 0 = -6.039 S/cm
Weak coupling, LAM = 0.005 eV:
n along x, zx, full = -0.6226 S/cm
n along x, zx, first order = -0.6226 S/cm
same at D = 0, full = -0.6039 S/cm
same at D = 0, first order = -0.6039 S/cm
n = (2,1,2)/3: -0.208, -0.415, 0.000 S/cm
driven velocity slope = 0.19592 (dimensionless k, eV)
minus Berry curvature zx = 0.19595 (dimensionless k)
```
